# The Lyddane-Sachs-Teller relation, reststrahlen band and phonon polaritons of NaCl

**Q.** You want to obtain the ratio of two vibration frequencies of NaCl from two dielectric constants. A dielectric constant describes a response to a field, and a vibration needs no applied field. Why should they be connected?

**A.** The vibration that matters moves the Na and Cl sublattices against each other. The ions are charged, so this motion polarizes the crystal, and a polarization can create a field that acts back on the ions. A static field produces the same relative displacement.

Let \(u\) be the displacement of the positive sublattice relative to the negative one, along a fixed axis. The cell is neutral, so a uniform field exerts no net force on it. If the positive ion feels a force \(F\), the negative one feels \(-F\), and

\[
\ddot u=\frac{F}{m_+}+\frac{F}{m_-}=\frac{F}{\mu},\qquad \mu=\frac{m_+m_-}{m_++m_-}.
\]

I use Hartree atomic units, with \(D=E+4\pi P\), and \(V\) is the volume per ion pair. The wavelength is long compared with the cell, so all cells near a point move alike.

**Q.** What fixes the force and the polarization? I would rather not accept two separate guesses.

**A.** Both follow from one energy. Per ion pair, with the macroscopic field \(E\) as an independent variable, the expansion to second order is

\[
W(u,E)=\tfrac12\mu\omega_T^2u^2-ZuE-\tfrac12V\chi E^2 .
\]

There is no term linear in \(u\) because \(u=0\) is the equilibrium, and none linear in \(E\) because the crystal has no permanent polarization. Cubic symmetry makes the coefficients scalars. Stopping at second order is the harmonic, linear-response approximation. The electrons are assumed to follow at once, so the frequencies must lie far below electronic excitations.

The force is \(-\partial W/\partial u\) and the dipole moment per pair is \(PV=-\partial W/\partial E\):

\[
\mu\ddot u=-\mu\omega_T^2u+ZE,\qquad P=\frac{Z}{V}u+\chi E .
\]

These are the Born-Huang equations. In terms of \(w=\sqrt{\mu/V}\,u\) they read \(\ddot w=-\omega_T^2w+bE\) and \(P=bw+\chi E\), with \(b=Z/\sqrt{\mu V}\) in both. The coefficient is shared because each is the same mixed derivative of \(W\). \(Z\) is the Born effective charge. So far \(\omega_T\) is merely the frequency at \(E=0\).

**Q.** An ion does not feel the macroscopic field. It feels the local field, which includes the dipoles around it. Have you ignored that?

**A.** No, it is contained in the coefficients. In a lattice of polarizable point ions with cubic sites, the local field is \(F_{\rm loc}=E+4\pi P/3\). Hold the ions still, so that \(P=\chi E\), and write \(\epsilon_\infty=1+4\pi\chi\). Then

\[
F_{\rm loc}=E\left(1+\frac{\epsilon_\infty-1}{3}\right)=\frac{\epsilon_\infty+2}{3}\,E .
\]

An ion of charge \(z\) is pushed by \(zF_{\rm loc}\), so this model has \(Z=z(\epsilon_\infty+2)/3\). The local field also enters the other two coefficients. It raises \(\chi\) above the bare ionic polarizability per volume. At \(E=0\) the polarization \(P=Zu/V\) gives a force \(4\pi zZu/(3V)\) along \(u\), which lowers \(\mu\omega_T^2\) below the short-range spring constant. It changes the values of the coefficients, not the form of the equations.

This was tested on a rocksalt lattice whose dipole fields were summed over the lattice by the Ewald method. Its parameters are round numbers, not a fit to NaCl. With \(z=1\) and \(\epsilon_\infty=2.267\), the formula gives \(Z=4.267/3=1.422\). The summed lattice gives 1.4223 both from the force per field and from the polarization per displacement.

**Q.** Then derive the dielectric function, and keep track of the signs.

**A.** Let \(u\), \(E\) and \(P\) vary as \(e^{-i\omega t}\). Two time derivatives give \(\ddot u=-\omega^2u\), hence

\[
\mu(\omega_T^2-\omega^2)u=ZE,\qquad u=\frac{ZE}{\mu(\omega_T^2-\omega^2)} .
\]

Insert this into \(P\) and use \(\epsilon=D/E=1+4\pi P/E\):

\[
\epsilon(\omega)=\epsilon_\infty+\frac{4\pi Z^2}{\mu V}\,\frac{1}{\omega_T^2-\omega^2}.
\]

Far above the lattice frequency, but still below electronic excitations, the ions cannot follow and \(\epsilon\to\epsilon_\infty\). At zero frequency the ions contribute fully:

\[
\epsilon_0-\epsilon_\infty=\frac{4\pi Z^2}{\mu V\omega_T^2}.
\]

This removes \(Z\), \(\mu\) and \(V\) in favour of dielectric constants.

**Q.** You called \(\omega_T\) the frequency at zero field. Why should a transverse vibration have zero field?

**A.** Maxwell's equations decide that. For a plane wave with wavevector \(\mathbf k\) and no free charge or current, they give

\[
\mathbf k\cdot\mathbf D=0,\qquad \mathbf k\times\mathbf E=\frac{\omega}{c}\mathbf B,\qquad \mathbf k\times\mathbf B=-\frac{\omega}{c}\mathbf D .
\]

Take \(\mathbf P\) and \(\mathbf E\) perpendicular to \(\mathbf k\). Crossing the second equation with \(\mathbf k\) gives \(-k^2\mathbf E\) on the left and, by the third, \(-(\omega^2/c^2)\mathbf D\) on the right. Thus \(c^2k^2\mathbf E=\omega^2(\mathbf E+4\pi\mathbf P)\), or

\[
\mathbf E=\frac{\omega^2}{c^2k^2-\omega^2}\,4\pi\mathbf P .
\]

For \(ck\gg\omega\) the field vanishes, and the ions oscillate at \(\omega_T\). This is the unretarded limit.

The wave must still be long compared with the cell, and there is ample room for both conditions. I take \(\omega_T\approx160\ \mathrm{cm^{-1}}\) for NaCl, so \(k/2\pi\) must greatly exceed 160 cm\(^{-1}\). The inverse of a 5.6 Å lattice constant is about \(1.8\times10^7\ \mathrm{cm^{-1}}\).

**Q.** And the longitudinal vibration? It has the same springs and masses.

**A.** It has a different field. Now \(\mathbf D\) is parallel to \(\mathbf k\), so \(\mathbf k\cdot\mathbf D=0\) forces \(D=0\), and \(E=-4\pi P\). Put the polarization into this:

\[
E=-\frac{4\pi Z}{V}u-4\pi\chi E
\quad\Rightarrow\quad
E=-\frac{4\pi Z}{V\epsilon_\infty}u .
\]

The field opposes the displacement, and the electrons weaken it by \(\epsilon_\infty\). The equation of motion becomes

\[
\mu\ddot u=-\left(\mu\omega_T^2+\frac{4\pi Z^2}{V\epsilon_\infty}\right)u,
\qquad
\omega_L^2=\omega_T^2+\frac{4\pi Z^2}{\mu V\epsilon_\infty}.
\]

The longitudinal mode is stiffer because its own field adds a restoring force. The same frequency follows from \(\epsilon(\omega_L)=0\), since \(D=\epsilon E\) must vanish while \(E\) does not.

**Q.** You still have an effective charge in the answer. Where do the dielectric constants take over?

**A.** The static result says \(4\pi Z^2/(\mu V)=(\epsilon_0-\epsilon_\infty)\omega_T^2\). Therefore

\[
\omega_L^2=\omega_T^2\left(1+\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty}\right)
\quad\Rightarrow\quad
\frac{\omega_L^2}{\omega_T^2}=\frac{\epsilon_0}{\epsilon_\infty}.
\]

This is the Lyddane-Sachs-Teller relation. If \(Z=0\), the two frequencies coincide and so do the two constants. If \(\omega_T\) falls towards zero while \(\omega_L\) and \(\epsilon_\infty\) stay finite, \(\epsilon_0=\epsilon_\infty\omega_L^2/\omega_T^2\) diverges: a soft transverse mode makes the crystal highly polarizable.

**Q.** The algebra closes, but both sides came from the same two equations. Is there a check that starts further back?

**A.** The lattice of polarizable ions provides one. Its frequencies come from the forces between ions in longitudinal and transverse waves, and its dielectric constants come from the static response to a uniform field. That response uses the same transverse force constants as \(\omega_T\), so the independent ingredient is the dipole sum for the longitudinal wave. The frequencies are 194.1 and 330.8 cm\(^{-1}\), with squared ratio 2.9027. The constants are 6.5800 and 2.2668, with ratio 2.9027. The test requires a relative difference below \(10^{-5}\). It supports the treatment of local fields and of the longitudinal field within a harmonic model; it does not test anharmonicity.

**Q.** Now put in NaCl.

**A.** The inputs are rough two-figure values: \(\omega_T=160\ \mathrm{cm^{-1}}\), \(\epsilon_0=5.9\) and \(\epsilon_\infty=2.3\). They give

\[
\omega_L=160\sqrt{\frac{5.9}{2.3}}
=160\times1.602\approx256\ \mathrm{cm^{-1}} .
\]

If \(\omega_T\) is uncertain by 5 cm\(^{-1}\) and each constant by 0.05, the result ranges from about 245 to about 268 cm\(^{-1}\). I keep the unrounded value in later arithmetic, but the inputs justify no more than "about 260".

The charge can be recovered too. The reduced mass is 25422 electron masses, \(V=296.3\) bohr\(^3\), and \(\omega_T=7.290\times10^{-4}\) hartree, so

\[
Z=\sqrt{\frac{3.6\times25422\times296.3\times(7.290\times10^{-4})^2}{4\pi}}\approx1.07 .
\]

The same uncertainties, with 0.05 Å in the lattice constant, move this value between about 1.01 and 1.14, so the inputs fix only "about 1.1". This is near one elementary charge, a reasonable size for singly charged ions. It is not a measurement of the charge sitting on an ion. Point ions with \(z=1\) and \(\epsilon_\infty=2.3\) would have \(Z=(2.3+2)/3=1.43\), so that simple model would not describe NaCl quantitatively.

**Q.** What happens to light with a frequency between \(\omega_T\) and \(\omega_L\)?

**A.** Put the dielectric function over one denominator, using the static result for its numerator:

\[
\epsilon(\omega)=\frac{\epsilon_\infty(\omega_T^2-\omega^2)+(\epsilon_0-\epsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}
=\epsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.
\]

The last step uses \(\epsilon_0\omega_T^2=\epsilon_\infty\omega_L^2\). Between the two frequencies the numerator is positive and the denominator negative, so \(\epsilon<0\). The refractive index \(n=\sqrt\epsilon\) is then \(i\kappa\), with \(\kappa=\sqrt{|\epsilon|}\), and the field inside varies as

\[
e^{i\omega nz/c}=e^{-\omega\kappa z/c}.
\]

The positive root is chosen because the field must decay into a half-space \(z>0\).

At 200 cm\(^{-1}\), \((200/160)^2=1.5625\), so \(\epsilon=2.3+3.6/(1-1.5625)=-4.10\). The amplitude falls by \(1/e\) over

\[
\frac{1}{2\pi\times200\times\sqrt{4.10}}\ \mathrm{cm}\approx3.9\ \mathrm{\mu m},
\]

compared with a vacuum wavelength of 50 μm. Within the input uncertainties given above, \(\epsilon\) ranges from \(-5.6\) to \(-2.9\) and the depth from 3.4 to 4.7 μm.

**Q.** A decaying field might mean absorption. Why do you call this a reflection band?

**A.** Compute the reflected amplitude \(r\) at normal incidence from vacuum. The tangential electric field is continuous, so \(1+r=t\). The magnetic amplitude is \(n\) times the electric one for a forward wave and has the opposite sign for the reflected wave, so \(1-r=nt\). Eliminating \(t\) gives

\[
1-r=n(1+r),\qquad r=\frac{1-n}{1+n},\qquad R=|r|^2 .
\]

For \(n=i\kappa\), the numbers \(1-i\kappa\) and \(1+i\kappa\) have equal modulus, hence \(R=1\). Without damping no energy is absorbed, and from a crystal much thicker than the decay depth all of it returns. A thinner slab transmits part of the light, most easily near \(\omega_L\), where \(\kappa\to0\) and the depth diverges: a lossless slab 10 μm thick reflects 0.985 at 200 cm\(^{-1}\) but only 0.42 at 255 cm\(^{-1}\). This is the reststrahlen band. For NaCl it extends from 160 to about 256 cm\(^{-1}\), or from 62.5 down to 39 μm in vacuum wavelength.

**Q.** Does the reflectance drop gently outside the band?

**A.** On the upper side it drops quickly. Just above \(\omega_L\), \(\epsilon\) rises from zero and soon reaches one, where \(n=1\) and the surface reflects nothing. Setting \(\epsilon=1\) gives

\[
\epsilon_0\omega_T^2-\epsilon_\infty\omega^2=\omega_T^2-\omega^2
\quad\Rightarrow\quad
\omega=\omega_T\sqrt{\frac{\epsilon_0-1}{\epsilon_\infty-1}} .
\]

For NaCl this is \(160\sqrt{4.9/1.3}\approx311\ \mathrm{cm^{-1}}\). Already at 280 cm\(^{-1}\) the reflectance is 0.021. Below the band \(\epsilon\) is large and positive, and at 140 cm\(^{-1}\) the reflectance is still 0.379. These digits belong to the chosen inputs. Within the uncertainties given above, the zero moves between 294 and 328 cm\(^{-1}\), the reflectance at 280 cm\(^{-1}\) between 0.003 and 0.094, and that at 140 cm\(^{-1}\) between 0.35 and 0.42.

**Q.** A real crystal does not reflect perfectly. What does damping change?

**A.** Add a friction force \(-\mu\gamma\dot u\). Since \(\dot u=-i\omega u\), this force is \(+i\mu\gamma\omega u\). Moving it to the left side of the equation of motion replaces \(\omega_T^2-\omega^2\) by \(\omega_T^2-\omega^2-i\gamma\omega\), and \(\epsilon\) gains a positive imaginary part \(\epsilon''\), which describes absorption.

With the chosen value \(\gamma=0.05\,\omega_T\), the reflectance peaks at 0.875 near 190 cm\(^{-1}\). It is 0.872 at 200 cm\(^{-1}\) and 0.752 at 240 cm\(^{-1}\). These values depend on the chosen damping and are not predictions for a particular sample.

**Q.** Why is the loss greater at 240 than at 200 cm\(^{-1}\), which is closer to the resonance?

**A.** Write \(n=n'+i\kappa\). The reflectance formula gives

\[
1-R=\frac{(1+n')^2-(1-n')^2}{(1+n')^2+\kappa^2}
=\frac{4n'}{(1+n')^2+\kappa^2}.
\]

The imaginary part of \(n^2=\epsilon\) is \(2n'\kappa=\epsilon''\). For weak damping inside the band \(n'\) is small, and to leading order

\[
1-R\approx\frac{2\epsilon''}{\kappa(1+\kappa^2)},\qquad
\epsilon''\approx\frac{(\epsilon_0-\epsilon_\infty)\omega_T^2\gamma\omega}{(\omega^2-\omega_T^2)^2}.
\]

From 200 to 240 cm\(^{-1}\), \(\epsilon''\) falls from 0.71 to 0.17, but \(\kappa\) falls from 2.02 to 0.76. The denominator \(\kappa(1+\kappa^2)\) shrinks more strongly than \(\epsilon''\). The estimated losses are 0.14 and 0.29, against 0.13 and 0.25 from the full formula. The two factors in the denominator have separate meanings. The factor \(1/\kappa\) is the penetration depth of the amplitude in units of \(c/\omega\), the vacuum wavelength divided by \(2\pi\). The factor \(1/(1+\kappa^2)\) measures the squared field just inside the surface, since \(t=1+r=2/(1+n)\) gives \(|t|^2\approx4/(1+\kappa^2)\). From 200 to 240 cm\(^{-1}\), \(\epsilon''\) falls by a factor of about 4, while \(1/\kappa\) grows by about 2.7 and \(1/(1+\kappa^2)\) grows from \(1/5.10\) to \(1/1.58\), by about 3.2. Deeper penetration alone would not offset the smaller \(\epsilon''\); together with the stronger field inside the surface it does. The estimate fails close to either band edge: near \(\omega_L\) because \(\kappa\) becomes small and is no longer large compared with \(n'\), and near \(\omega_T\) because the approximate \(\epsilon''\) diverges and \(n'\) is no longer small.

**Q.** Earlier you removed retardation by taking \(ck\gg\omega\). What if light and lattice have comparable frequencies at the same \(k\)?

**A.** Then neither oscillates alone. The transverse Maxwell result \(c^2k^2E=\omega^2D\) becomes \(c^2k^2=\omega^2\epsilon(\omega)\). Return to the undamped crystal, insert the factorized \(\epsilon\) and multiply by its denominator:

\[
c^2k^2(\omega_T^2-\omega^2)=\epsilon_\infty\omega^2(\omega_L^2-\omega^2).
\]

Collect terms and divide by \(\epsilon_\infty\):

\[
\omega^4-S\omega^2+Q=0,\qquad
S=\omega_L^2+\frac{c^2k^2}{\epsilon_\infty},\qquad
Q=\frac{c^2k^2\omega_T^2}{\epsilon_\infty},
\]

\[
\omega_\pm^2=\tfrac12\left(S\pm\sqrt{S^2-4Q}\right).
\]

These are the phonon-polariton branches.

**Q.** How do you know that neither branch enters the reflection band?

**A.** Evaluate the quadratic in \(\omega^2\) at the band edges. At \(\omega_T^2\) it equals \(-\omega_T^2(\omega_L^2-\omega_T^2)\), and at \(\omega_L^2\) it equals \(-c^2k^2(\omega_L^2-\omega_T^2)/\epsilon_\infty\). Both are negative for \(k>0\). An upward parabola is negative only between its roots, so \(\omega_-<\omega_T\) and \(\omega_+>\omega_L\). This strict gap holds without damping. With \(\gamma=0.05\,\omega_T\), light at 200 cm\(^{-1}\) has \(k/2\pi=35+403i\ \mathrm{cm^{-1}}\): a wave exists in the band, but it dies out well within one of its own wavelengths.

The limits follow from \(\omega_+^2\omega_-^2=Q\). As \(k\to0\), \(\omega_+\to\omega_L\), and therefore

\[
\omega_-^2\to\frac{c^2k^2\omega_T^2}{\epsilon_\infty\omega_L^2}=\frac{c^2k^2}{\epsilon_0}.
\]

This is light slowed by the full static response. As \(k\) grows, \(\omega_+\to ck/\sqrt{\epsilon_\infty}\), light that the ions no longer follow, and \(\omega_-\to\omega_T\), the unretarded vibration.

**Q.** At \(k=0\) a transverse wave has the longitudinal frequency. Is that not a contradiction?

**A.** No. Set \(k=0\) in the transverse field formula at nonzero \(\omega\), which is the upper branch: \(E=-4\pi P\), the same field as in the longitudinal mode. Equal fields give equal restoring forces. The frequency \(\omega_T\) belongs to the other limit, \(ck\gg\omega\).

**Q.** Show me the branches for NaCl.

**A.** In wavenumbers, \(ck\) is represented by \(k/2\pi\). At \(k/2\pi=200\ \mathrm{cm^{-1}}\), \(200^2/2.3=17391\) and \(\omega_L^2=25600\times5.9/2.3=65670\), so \(S=65670+17391=83061\) and \(Q=17391\times25600=4.452\times10^8\), in matching powers of cm\(^{-1}\). The square root is 71542, which gives \(\omega_-=75.9\) and \(\omega_+=278.0\). Further values, all in cm\(^{-1}\), are:

| \(k/2\pi\) | lower | upper |
|---:|---:|---:|
| 50 | 20.5 | 257.6 |
| 200 | 75.9 | 278.0 |
| 400 | 121.6 | 347.1 |
| 1600 | 157.1 | 1074.3 |

The decimals show the trend within the model; the inputs do not fix them. At 50 cm\(^{-1}\) the static-light estimate \(50/\sqrt{5.9}=20.6\) is already close. At 1600 cm\(^{-1}\) the lower branch is within 2% of \(\omega_T\). The formula was also tested against the coupled equations of motion for the fields and ions. The numerical output follows this text.

**Q.** When should I refuse to use the relation?

**A.** The single-mode form fails if several modes are infrared active. In a cubic crystal with \(N\) such undamped modes, \(\epsilon\) is a sum of \(N\) resonant terms plus \(\epsilon_\infty\). Over a common denominator it is a ratio of polynomials of degree \(N\) in \(\omega^2\), with poles \(\omega_{Tj}\) and zeros \(\omega_{Lj}\). Its high-frequency value fixes the prefactor, and \(\omega=0\) then gives

\[
\epsilon(\omega)=\epsilon_\infty\prod_{j=1}^{N}\frac{\omega_{Lj}^2-\omega^2}{\omega_{Tj}^2-\omega^2},
\qquad
\frac{\epsilon_0}{\epsilon_\infty}=\prod_{j=1}^{N}\frac{\omega_{Lj}^2}{\omega_{Tj}^2}.
\]

Free carriers add a response missing from \(W\), and wavelengths near the cell size make its coefficients depend on \(k\). In a non-cubic crystal they become tensors. Strong anharmonicity undermines the constant coefficients themselves. In each case the dielectric function must be rebuilt before its zeros and poles are compared.

## Calculated quantities

```
NaCl, rough two-figure inputs
w_T = 160 cm^-1
eps0 = 5.9, eps_inf = 2.3 (no unit)
lattice constant = 5.6 angstrom
masses Na, Cl = 22.99, 35.45 u
NaCl, derived
reduced mass = 25422 electron masses
volume per ion pair = 296.3 bohr^3
w_T = 7.2901e-04 hartree
Born effective charge Z = 1.07 e
eps0/eps_inf = 2.565 (no unit)
w_L/w_T = 1.602 (no unit)
w_L = 256.3 cm^-1
w_L range from input rounding = 245 to 268 cm^-1
band width w_L - w_T = 96.3 cm^-1
band edges = 39.0 to 62.5 micrometre
eps at 200 cm^-1, undamped = -4.10 (no unit)
field 1/e depth at 200 cm^-1 = 3.93 micrometre
undamped R = 0 at 310.6 cm^-1
Reflectance, chosen gamma/w_T = 0.05
w (cm^-1)   R undamped   R damped
    100       0.233       0.233
    140       0.379       0.377
    180       1.000       0.870
    200       1.000       0.872
    240       1.000       0.752
    280       0.021       0.021
    320       0.001       0.001
    400       0.014       0.014
damped maximum R = 0.875 at 190 cm^-1
damped minimum R = 0.0001 at 311 cm^-1
Polaritons, all in cm^-1
k/(2 pi)    lower     upper
      0       0.0     256.3
     50      20.5     257.6
    100      40.3     261.5
    200      75.9     278.0
    400     121.6     347.1
    800     148.8     567.3
   1600     157.1    1074.3
Test lattice of polarizable ions (not a fit to NaCl)
ion charge = 1.0 e, spring = 0.04 hartree/bohr^2
polarizabilities +,- = 1, 20 bohr^3
w_T, w_L = 194.1, 330.8 cm^-1
eps0, eps_inf = 6.5800, 2.2668 (no unit)
Z from force, polarization = 1.4223, 1.4223 e
(w_L/w_T)^2 = 2.90274 (no unit)
eps0/eps_inf = 2.90274 (no unit)
```
